\section*{Steady Surface Fraction of Implanted Primary Atoms under Sputtering}

\section{The balance at a sputtered surface}

A calculation of the contamination left by an ion beam must decide which sputter yield to insert. If 2.5 atoms of all species leave per incident ion, the balance derived below gives a surface fraction of primary atoms of $1/2.5=0.40$. If 2.5 is instead the number of target atoms alone, the fraction is $1/3.5\simeq0.29$. The choice affects the composition assumed for a secondary-ion measurement and the implanted content assumed at the surface of an atom-probe specimen.

Let a broad, uniform beam bring $J$ primary atoms per unit area and time to a thick target that initially contains none of them. The total yield $Y$ is the mean number of atoms removed per incident primary. It counts target atoms and previously implanted primaries, whatever their charge state, and atoms emitted in clusters are counted singly. Primaries reflected on arrival are excluded.

Three assumptions define the basic model. Every primary is retained until it is sputtered. Primary atoms are neither lost by evaporation or gas release nor carried away into the depth. Emission is not preferential: a species leaves in proportion to its atomic fraction in the emitting layer. Let $c_s$ be the primary fraction there. Each incident ion then removes on average $Yc_s$ primary atoms and $Y(1-c_s)$ target atoms.

If $Q$ is the number of retained primaries per unit area, arrival minus removal gives
\begin{equation}
\frac{dQ}{dt}=J-JYc_s=J(1-Yc_s).
\label{eq:inventory}
\end{equation}
In a steady state $dQ/dt=0$. Since $J\neq0$,
\begin{equation}
1-Yc_s=0,\qquad c_s=\frac1Y .
\label{eq:main}
\end{equation}
One primary atom leaves for each one that arrives. The number of target atoms removed per primary is therefore
\begin{equation}
Y_T=Y(1-c_s)=Y-1,\qquad c_s=\frac{1}{1+Y_T}.
\label{eq:target}
\end{equation}
The two expressions for $c_s$ agree because $Y$ and $Y_T$ count different sets of atoms.

The yield in Eq.~\eqref{eq:main} belongs to the steady, implanted surface. If the yield depends on composition, the condition is $c_sY(c_s)=1$, and the yield of the fresh target cannot in general be used.

Exchange of atoms inside the solid does not enter Eq.~\eqref{eq:inventory}, because it leaves $Q$ unchanged. Emission from a finite depth changes only the meaning of $c_s$. If a share $e(s)\,ds$ of the emitted atoms comes from the depth interval $ds$, with $\int e\,ds=1$, then $c_s=\int e(s)c(s)\,ds$. The balance fixes this emission-weighted fraction, and the outermost atomic layer may differ from it.

\section{Why the total yield must exceed one}

Equation~\eqref{eq:main} presupposes a steady state. To see when one exists, measure depth by $s$, the number of atoms per unit area lying above a point. The surface is always at $s=0$, and no atomic volume is needed. Let $g(s)$ be the distribution of implantation depths, taken as fixed in this coordinate, and define
\begin{equation}
G(s)=\int_0^s g(s')\,ds',\qquad G(0)=0,\quad G(\infty)=1.
\end{equation}
For simplicity let $g(s)>0$ at every finite $s>0$, let its mean be finite, and let $Y$ be constant.

The region between the surface and $s$ contains $s$ atoms per unit area by definition. It loses $JY$ atoms per unit time by sputtering and gains $JG(s)$ by implantation. To keep its number fixed, atoms must enter from below at the rate
\begin{equation}
u(s)=J[Y-G(s)],
\label{eq:flow}
\end{equation}
counted positive toward the surface. At great depth $u=J(Y-1)$. Fresh target material approaches the surface if $Y>1$. If $Y<1$, it is buried by the growing deposit.

Now neglect mixing and let emission come from $s=0$. A slice $ds$ contains $c\,ds$ primaries. It gains $u(s+ds)c(s+ds)$ from below, loses $u(s)c(s)$ upward, and receives $Jg\,ds$ from the beam. Dividing by $ds$ gives
\begin{equation}
\frac{\partial c}{\partial t}=\frac{\partial(uc)}{\partial s}+Jg.
\label{eq:pde}
\end{equation}
In the steady state $d(uc)/ds=-Jg$. Integrate from $s$ to infinity, where $c=0$:
\begin{align}
0-u(s)c(s)&=-J\int_s^\infty g(s')\,ds'=-J[1-G(s)],\\
c(s)&=\frac{1-G(s)}{Y-G(s)}.
\label{eq:profile}
\end{align}
The last line uses Eq.~\eqref{eq:flow}. At $s=0$ it gives $c(0)=1/Y$, in agreement with the inventory balance. For $Y>1$ the denominator is positive at all depths. Moreover,
\begin{equation}
\frac{dc}{dG}=\frac{-(Y-G)+(1-G)}{(Y-G)^2}
=-\frac{Y-1}{(Y-G)^2}<0,
\end{equation}
so the fraction falls with depth from $1/Y$ to zero. The retained dose is
\begin{equation}
Q=\int_0^\infty\frac{1-G(s)}{Y-G(s)}\,ds .
\label{eq:dose}
\end{equation}
It is finite, because the denominator is at least $Y-1$ and $\int_0^\infty(1-G)\,ds$ is the mean implantation depth. For $Y\gg1$ the profile approaches $(1-G)/Y$: rapid erosion leaves a dilute implanted layer.

\section{Approach to the steady state}

The same equation shows how the surface reaches its final composition. Equation~\eqref{eq:flow} gives $\partial u/\partial s=-Jg$. Expanding the product in Eq.~\eqref{eq:pde},
\begin{equation}
\frac{\partial c}{\partial t}
=u\frac{\partial c}{\partial s}-Jgc+Jg
=u\frac{\partial c}{\partial s}+Jg(1-c).
\end{equation}
For the target fraction $h=1-c$ the derivatives change sign, so that
\begin{equation}
\frac{\partial h}{\partial t}=u\frac{\partial h}{\partial s}-Jgh.
\end{equation}
Follow material moving toward the surface, $ds/dt=-u$. Along its path
\begin{equation}
\frac{dh}{dt}=\frac{\partial h}{\partial t}+\frac{ds}{dt}\frac{\partial h}{\partial s}=-Jgh.
\label{eq:decay}
\end{equation}
Implantation dilutes the target atoms during their ascent.

Let material now at the surface have started at depth $s_0$, where $h=1$. Since $dt=-ds/u$, the fluence $\Phi=Jt$ needed to bring it up is
\begin{equation}
\Phi=\int_0^{s_0}\frac{ds}{Y-G(s)}.
\label{eq:fluence}
\end{equation}
Integrating Eq.~\eqref{eq:decay} along the same path gives
\begin{align}
\ln h(0,t)&=-\int_0^{s_0}\frac{g(s)}{Y-G(s)}\,ds\\
&=\bigl[\ln(Y-G(s))\bigr]_0^{s_0}
=\ln\frac{Y-G(s_0)}{Y}.
\end{align}
The second line follows from $d\ln(Y-G)/ds=-g/(Y-G)$. Hence
\begin{equation}
c_s(\Phi)=1-h(0,t)=\frac{G(s_0)}{Y}.
\label{eq:transient}
\end{equation}

For $Y>1$ the integrand in Eq.~\eqref{eq:fluence} stays finite and positive. As $\Phi$ grows, $s_0$ grows without bound, $G(s_0)\to1$, and $c_s\to1/Y$. The steady state is therefore reached from a clean target, as well as being allowed by the balance.

For $Y<1$ there is a depth $s_*$ at which $G(s_*)=Y$. The denominator in Eq.~\eqref{eq:fluence} vanishes linearly there, so $s_0$ approaches $s_*$ only as $\Phi\to\infty$. Equation~\eqref{eq:transient} then gives $c_s\to Y/Y=1$. The deposit continues to grow, since Eq.~\eqref{eq:inventory} tends to $dQ/dt=J(1-Y)>0$. At $Y=1$ the surface fraction also tends to one, with $s_0\to\infty$.

A uniform distribution over $0<s<L$ shows the transition in closed form. It relaxes the condition that $g$ be positive at all depths, but Eqs.~\eqref{eq:fluence} and \eqref{eq:transient} still apply while $s_0<L$. With $G=s/L$,
\begin{align}
\Phi&=\int_0^{s_0}\frac{ds}{Y-s/L}
=L\ln\frac{Y}{Y-s_0/L},\\
\frac{s_0}{L}&=Y\left(1-e^{-\Phi/L}\right),\qquad
c_s=1-e^{-\Phi/L}.
\end{align}
For $Y>1$ this rise ends when $s_0=L$, at $\Phi=L\ln[Y/(Y-1)]$, and $c_s$ remains at $1/Y$ thereafter. For $Y\le1$ that end is not reached at finite fluence, and the exponential approach to one continues. At $Y=1$, Eq.~\eqref{eq:inventory} gives $dQ/d\Phi=e^{-\Phi/L}$, so $Q\to L$: with a bounded range this marginal case tends to a steady layer of pure primaries, whereas $Q$ grows without bound if $g$ is positive at all depths.

\section{Retention and preferential emission}

Suppose that only a fraction $\eta$ of the incident primaries is retained. The arrival term in Eq.~\eqref{eq:inventory} becomes $J\eta$, and the steady condition gives
\begin{equation}
J\eta-JYc_s=0,\qquad c_s=\frac{\eta}{Y}.
\label{eq:retention}
\end{equation}
The flow from great depth is now $J(Y-\eta)$, so the condition for steady erosion becomes $Y>\eta$.

Next restore full retention, but let a primary atom in the emitting layer be $r$ times as likely to leave as a target atom there. The primary share of the emitted atoms is $rc_s/(rc_s+1-c_s)$. One primary must leave per incident ion:
\begin{align}
Y\frac{rc_s}{rc_s+1-c_s}&=1,\\
Yrc_s&=rc_s+1-c_s,\\
c_s[1+r(Y-1)]&=1,\\
c_s&=\frac{1}{1+r(Y-1)}.
\label{eq:preferential}
\end{align}
For $r=1$ this returns $1/Y$. A primary that is emitted easily, $r>1$, needs a smaller surface fraction to sustain the same outgoing flux. The composition of the emitted atoms remains $1/Y$ for every $r$, so in this model the steady sputtered flux alone does not reveal the surface composition.

\section{A worked case in engineering units}

Take $Y=2.5$, an atomic density $n=50\ \mathrm{nm^{-3}}$, and a current density of $1\ \mathrm{mA/cm^2}$ of singly charged ions. The implantation depths follow a gamma distribution with mean 25 nm and standard deviation 10 nm. Its shape parameter is $(25/10)^2=6.25$. The mean depth in atom count is $50\times25=1250\ \mathrm{nm^{-2}}$. From Eq.~\eqref{eq:main},
\begin{equation}
c_s=\frac1{2.5}=0.40,\qquad Y_T=2.5-1=1.5 .
\end{equation}

The surface reaches 95\% of this fraction when $G(s_0)=0.95$, which gives $s_0=2170\ \mathrm{nm^{-2}}$, or $2170/50=43.4$ nm. Numerical integration of Eq.~\eqref{eq:fluence} gives $\Phi=1081\ \mathrm{nm^{-2}}$, equivalent to $1.08\times10^{17}\ \mathrm{cm^{-2}}$ or $1.73\times10^4\ \mathrm{\mu C/cm^2}$. The flux is $62.42\ \mathrm{nm^{-2}\,s^{-1}}$, so the time is $1081/62.42=17.3$ s.

Each retained primary adds one atom while $Y$ atoms leave. If both species occupy the volume $1/n$, the surface recedes relative to deep material by
\begin{equation}
z=\frac{(Y-1)\Phi}{n}=\frac{1.5\times1081}{50}\ \mathrm{nm}=32.4\ \mathrm{nm}.
\end{equation}
This is less than the original depth of 43.4 nm because primaries that came to rest below the material now exposed have raised it relative to the deep target. Those implanted above it have been sputtered away again.

At a steady depth of 25 nm, $G=0.553$ and Eq.~\eqref{eq:profile} gives $c=0.447/1.947=0.23$. At 40 nm the fraction is 0.05. The retained dose from Eq.~\eqref{eq:dose} is $558\ \mathrm{nm^{-2}}$.

These results were tested by a simulation that uses no continuum equation. In each of 200 columns of cross-section $1\ \mathrm{nm^2}$, 3000 primaries were inserted at random depths, and two or three atoms, with equal probability, were removed from the top after each insertion. Over the last 1000 primaries the emitted fraction was 0.401. The final retained dose was $558.5\ \mathrm{nm^{-2}}$. At a fluence of $500\ \mathrm{nm^{-2}}$ the simulated and calculated surface fractions were 0.197 and 0.198. At $300\ \mathrm{nm^{-2}}$ they were 0.061 and 0.057, a difference of 6\% relative to the formula. The simulated value is an average over a window of $100\ \mathrm{nm^{-2}}$ on a rising curve, whereas the formula is evaluated at its centre; averaging the formula over the same window gives 0.059, and the remaining 0.002 is about twice the counting uncertainty of 0.001.

Strong mixing was tested in 60 columns by exchanging four random pairs among the top 1500 atoms per primary. At $200\ \mathrm{nm^{-2}}$ it raised the surface fraction from 0.014 to 0.047, but the late fraction was still 0.400. Mixing changed the path to the steady state and left the steady balance intact. With $Y=0.5$ and no mixing, the simulated fraction near $7500\ \mathrm{nm^{-2}}$ was 0.995, as Eq.~\eqref{eq:transient} gives; the value $1/Y=2$ would be impossible.

\section{Reading the result for ion milling}

The parameters are round values in the rough regime of 30 keV gallium milling of silicon near normal incidence. Gallium milling also shapes atom-probe specimens, but in the usual annular milling the beam runs nearly along the needle and meets its flanks at glancing incidence, where the yield and the retained fraction differ. Near normal incidence, a yield of two to three and an implantation depth of a few tens of nanometres are reasonable rough sizes; at glancing incidence the yield is several times larger, the depth is smaller, and tens of percent of the ions can be reflected. A yield obtained from a crater volume measures the recession $(Y-1)\Phi/n$, that is $Y_T$ and not $Y$. A quoted value of two to three of that kind means a total yield of three to four and $c_s$ between 0.33 and 0.25. The current density represents an average over a milled field; inside a focused spot it can be higher by orders of magnitude. At fixed $Y$ and $g$, this changes the time scale but not $c_s$. The value 0.40 is a model result, not a measured gallium fraction. Gallium atoms stop the ions more strongly than silicon atoms do, so the range counted in atoms shortens as the layer fills, by roughly a fifth at a gallium fraction near 0.35. This changes the retained dose, the profile and the fluence to the steady state, but not $c_s$ at fixed $Y$. Real emission can be preferential, and gallium can segregate or form precipitates, which this model does not describe.

Preferential emission gives the largest downward shift among the numerical changes tried in this section. With $Y=2.5$ held fixed, Eq.~\eqref{eq:preferential} gives
\begin{equation}
c_s=\frac1{1+1.5\times1.5}=0.31\quad(r=1.5),\qquad
c_s=\frac1{1+1.5/1.5}=0.50\quad(r=1/1.5).
\end{equation}
Simulations with a 100-atom emitting layer gave 0.309 and 0.498. The two ratios are trial values that show sensitivity; neither is assigned to gallium in silicon.

An error in the yield can matter as much. If the fresh target had a yield of 2.0 while the steady surface had 2.5, using the fresh value would give 0.50, which is 25\% above the correct 0.40. Reflection of 1\% of the primaries lowers the fraction only to $0.99/2.5=0.396$. Equation~\eqref{eq:retention} was also tested at $\eta=0.9$, where both formula and simulation give 0.36.

For non-preferential emission, depth effects are smaller in this example. The steady fraction at 1 nm is still 0.400, so an emission depth of that size barely alters the reading of $c_s$ when $r=1$. For $r\neq1$ and no mixing this is not so. Below the emitting layer Eq.~\eqref{eq:profile} still holds, with a fraction near 0.40, so the shifts to 0.31 and 0.50 are confined to that layer and the retained dose changes little. Within the layer the fraction varies with depth, and the outermost atoms deviate from 0.40 more strongly than the emission-weighted $c_s$ does. If the atomic volume of the primaries differed by 10\% from that of the target atoms, with $g(s)$ still fixed in atom count, the thickness of the implanted layer would change by $558\times0.10/50=1.1$ nm. A range fixed in nanometres would also change the retained dose. The fraction itself would not change at fixed $Y$, because the balance counts atoms.

Mean beam heating can be estimated for a uniformly irradiated disc of radius $a=5\ \mathrm{\mu m}$ on a thick solid of thermal conductivity $k=100\ \mathrm{W/(m\,K)}$, a rough value. A power $dP$ at distance $\rho$ on the surface raises the temperature at the centre by $dP/(2\pi k\rho)$. With heat flux $q$, so that $dP=q\,2\pi\rho\,d\rho$,
\begin{equation}
\Delta T=\int_0^a\frac{q\,2\pi\rho\,d\rho}{2\pi k\rho}=\frac{qa}{k}.
\end{equation}
A current density of $10\ \mathrm{A/m^2}$ at 30 kV gives $q=3\times10^5\ \mathrm{W/m^2}$ and $\Delta T=0.015$ K. This estimate covers neither the higher local density in a focused spot nor a thin needle, whose heat path is much narrower.

For milling at glancing incidence, the yield and the retained fraction must both be taken at that angle, and Eq.~\eqref{eq:retention} replaces Eq.~\eqref{eq:main}. A higher yield and stronger reflection each lower the steady fraction, provided that emission remains non-preferential and the fluence suffices to reach the steady state. The numerical output lists the remaining intermediate values.

\section*{Numbers as computed}
\begin{verbatim}
total yield Y: 2.50 atoms/primary
atomic density: 50 atoms/nm^3
implant depth mean, spread: 25, 10 nm
gamma shape: 6.25; scale: 200 atoms/nm^2
mean depth in atoms: 1250 atoms/nm^2
current density: 1.0 mA/cm^2
primary flux: 62.42 /(nm^2 s)
steady surface fraction 1/Y: 0.4000
  simulated: 0.4008
target atoms removed per primary, simulated: 1.4966
fluence (/nm^2), surface fraction formula, simulated:
    300  0.0574  0.0608
    500  0.1978  0.1968
    800  0.3339  0.3342
   1200  0.3883  0.3902
depth (nm), steady fraction formula, simulated:
   10.0  0.3921  0.3929
   25.0  0.2295  0.2296
   40.0  0.0508  0.0513
retained dose formula: 558.3 /nm^2
  simulated: 558.5 /nm^2
depth origin s0 at 95 %: 2170 atoms/nm^2
  same depth: 43.4 nm
fluence to 95 % of steady: 1081 /nm^2
  converted: 1.081e+17 /cm^2
  as charge: 1.732e+04 uC/cm^2
time to 95 %: 17.3 s
surface recession by then: 32.4 nm
mixed column, steady fraction: 0.4004
fraction at 200 /nm^2, mixed: 0.0471
fraction at 200 /nm^2, unmixed: 0.0143
yield 0.5: fraction at 7500 /nm^2 formula: 0.9947
  simulated: 0.9949
retained share 0.9: formula 0.3600
  simulated: 0.3596
preference r, surface fraction formula, simulated:
  1.500  0.3077  0.3088
  0.667  0.5000  0.4976
reflection 0.01: fraction 0.3960
fresh yield 2.0 misused: 0.5000
volume mismatch 0.10: shift 1.12 nm
steady fraction at 1 nm depth: 0.400000
beam voltage: 30 kV
spot radius: 5 um
thermal conductivity: 100 W/(m K)
beam heating at spot centre: 0.0150 K
\end{verbatim}
